The Norgett-Robinson-Torrens displacement count and its threshold regimes

## First half: from single collisions to a linear count

### What fails without the rule

An ion dose states how many ions entered a solid, but not how many atoms they displaced. Two obvious conversions go wrong. Dividing a recoil energy of 30 keV by a displacement threshold of 30 eV gives 1000 atoms, although no cascade can spend all its energy on displacements at the smallest possible price. Using a linear law right down to twice the threshold gives 0.8 displaced atoms at an energy where the recoil itself has already been displaced. A program that contains either error reports a wrong exposure without any sign of trouble.

The Norgett-Robinson-Torrens count, abbreviated NRT, removes both faults by a fixed convention. Let T be the damage energy of a primary recoil: its initial energy minus everything that it and its descendants give to electrons. Let E_d be the displacement threshold and κ the collision-efficiency factor. With κ = 0.8 the count is

N(T) = 0, for T < E_d,

N(T) = 1, for E_d ≤ T < 2E_d/κ,

N(T) = κT/(2E_d), for T ≥ 2E_d/κ. (1)

The count includes the primary recoil. It measures displacement exposure, and it does not state how many defects survive.

The three lines differ in status. The linear form with κ = 1 follows from a hard-sphere cascade. One softer scattering law, dσ ∝ dW/W, gives a form that becomes linear at high energy with κ near 0.84; steeper laws give lower values. The value 0.8 is adopted, and the flat middle regime is a construction that joins the linear form to the threshold.

### The collision model

The solid contains one element, so projectile and target have equal masses and a projectile of energy E can transfer any energy W between 0 and E. Collisions are binary, and their partners are placed at random, which excludes channelling and focused collision sequences. An atom leaves its site if it receives more than E_d. No energy is subtracted for breaking it loose, so it moves off with the full W. Electronic losses are left out until the second half.

Let ν(E) be the mean number of displaced atoms produced by a recoil that starts with energy E, the recoil included. A recoil below E_d returns to its site:

ν(E) = 0, for E < E_d. (2)

For a recoil above E_d, a collision has four possible outcomes.

1. Both W and E − W exceed E_d. The struck atom leaves, the projectile continues, and the two start independent cascades. The later count is ν(E − W) + ν(W).

2. W exceeds E_d but E − W does not. The projectile falls into the site that the struck atom has left. This replacement adds no vacancy, and the struck atom carries the cascade on. The later count is ν(W).

3. E − W exceeds E_d but W does not. The struck atom stays at its site and the projectile continues. The later count is ν(E − W).

4. Neither exceeds E_d. The struck atom stays, and the projectile stops between sites. It was displaced earlier, so the count is 1.

By (2), outcomes 1 to 3 are all described by the sum ν(E − W) + ν(W), because the term below threshold vanishes. Outcome 4 needs both energies below E_d, hence E < 2E_d.

Outcome 1 needs both energies above E_d, hence E > 2E_d. Between E_d and 2E_d no second atom can therefore be added, and

ν(E) = 1, for E_d < E < 2E_d. (3)

This is the origin of a flat regime. In the collision model it ends at 2E_d. Its extension to 2E_d/κ in (1) belongs to the joining of the regimes.

Above 2E_d outcome 4 is impossible. If dσ(E,W) is the cross section for a transfer in dW and σ is its integral, the probability of that transfer is dσ/σ. Averaging over the next collision gives

ν(E) = (1/σ) ∫ dσ [ν(E − W) + ν(W)].

Multiplying by σ = ∫dσ and collecting the terms gives the balance equation

∫ dσ(E,W) [ν(E) − ν(E − W) − ν(W)] = 0, for E > 2E_d. (4)

A factor in dσ that depends on E but not on W drops out. The count depends on how transfers are distributed, not on how often collisions occur.

### Hard spheres

For equal hard spheres every transfer between 0 and E is equally likely, so dσ/σ = dW/E. The balance becomes

ν(E) = (1/E) ∫₀ᴱ [ν(E − W) + ν(W)] dW.

The substitution E' = E − W turns the first integral into the second, and therefore

E ν(E) = 2 ∫₀ᴱ ν(E') dE'. (5)

Differentiation with respect to E gives

ν + E dν/dE = 2ν,

so that dν/dE = ν/E and ν = CE. The constant follows from (5) at E = 2E_d, where the integral contains only the ranges (2) and (3):

2E_d ν(2E_d) = 2(0 + E_d), hence ν(2E_d) = 1 and C = 1/(2E_d).

The result is the Kinchin-Pease law

ν(E) = E/(2E_d), for E ≥ 2E_d. (6)

The 2 in the denominator does not mean that an atom needs 2E_d to leave its site; it needs only more than E_d. Since the model subtracts no energy when an atom leaves, all of E finally ends in transfers or residual motion too weak to displace anything, and this amounts to 2E_d per displaced atom on average.

A simulation that follows the four outcomes event by event tests this result without using equation (5). For E = 20E_d, 6000 cascades gave a mean of 9.979 with a standard error of 0.016. The law gives 10, which lies within the four standard errors allowed.

### A softer scattering law

Atoms at low energy are not hard spheres. Their repulsion extends over a range of distances, so glancing collisions with small transfers are frequent. A simple law with this property is

dσ ∝ dW/W, 0 < W < E. (7)

It is a limiting model and not a fitted potential, but its efficiency can be calculated in closed form.

The share of transferred energy that falls below threshold shows how it differs from hard spheres. For hard spheres this share is

∫₀^(E_d) W dW / ∫₀ᴱ W dW = (E_d/E)².

For law (7) the extra factor 1/W gives

∫₀^(E_d) dW / ∫₀ᴱ dW = E_d/E.

At E well above E_d the soft law puts a much larger share into transfers that displace nothing. This points to a lower efficiency, and the balance equation supplies its value.

The integral of (7) diverges at W = 0. This does no harm in (4). If transfers below a small cutoff are excluded, the earlier derivation holds. As the cutoff goes to zero, ν(E) − ν(E − W) vanishes in proportion to W wherever ν is smooth, and ν(W) is zero below E_d, so the integral converges. Define

L[ν](E) = ∫₀ᴱ (dW/W) [ν(E) − ν(E − W) − ν(W)]. (8)

Above 2E_d, L[ν] = 0. Below E_d it is also zero, since every term vanishes. Between the two, ν(E) = 1, and the bracket vanishes for outcomes 2 and 3. It equals 1 for outcome 4, which requires E − E_d < W < E_d. Thus L[ν] = S with

S(E) = ∫ from E − E_d to E_d of dW/W = ln[E_d/(E − E_d)], for E_d < E < 2E_d, (9)

and S = 0 elsewhere. The threshold region acts as a source for the linear equation above it.

### The slope at high energy

Because (7) contains no energy scale, a power of E is returned by L as the same power. With W = uE,

L[Eᵖ] = λ(p) Eᵖ,

λ(p) = ∫₀¹ [1 − (1 − u)ᵖ − uᵖ] du/u.

In the first two terms put v = 1 − u and expand 1/(1 − v) = 1 + v + v² + …. Integration term by term gives

∫₀¹ (1 − vᵖ)/(1 − v) dv = Σ [1/n − 1/(n + p)], n = 1, 2, 3, ….

The last term contributes −∫₀¹ u^(p−1) du = −1/p, which is the missing n = 0 member of the second series. Shifting the index by one gives

λ(p) = Σ [1/n − 1/(n + p − 1)] = (p − 1) Σ 1/[n(n + p − 1)]. (10)

Hence λ(1) = 0, which expresses energy conservation: a count proportional to E balances in every collision. The slope at this zero is

λ'(1) = Σ 1/n² = π²/6.

To connect the source with the slope of ν, define the Mellin transform

M(p) = ∫₀^∞ ν(E) E^(−p−1) dE.

It converges for Re p > 1, because ν cannot exceed E/E_d above threshold. To see this, follow each displaced atom back to the last collision of type 1 in its history. It then had more than E_d, and the energies assigned in this way are separate parts of E.

Since ∫₀^∞ ν(cE)E^(−p−1)dE = cᵖM(p), transforming L[ν] = S gives

λ(p) M(p) = ∫ from E_d to 2E_d of S(E) E^(−p−1) dE. (11)

At p = 1 put E = E_d(1 + x) on the right:

(1/E_d) ∫₀¹ (−ln x)/(1 + x)² dx.

The function x/(1 + x) has derivative 1/(1 + x)². Integrating by parts with it makes the boundary term vanish at both ends, and the remaining integral is

(1/E_d) ∫₀¹ dx/(1 + x) = ln 2/E_d.

Near p = 1, λ(p) ≈ (π²/6)(p − 1), so

M(p) ≈ [6 ln 2/(π²E_d)]/(p − 1).

The inverse transform integrates M(p)Eᵖ along a vertical line with Re p > 1. Moving the line left across p = 1 picks up the residue, which is proportional to E. No other pole lies in Re p > 0. To show this, write q = p − 1. The imaginary part of Σ 1/[n(n + q)] is −Im q Σ 1/(n|n + q|²), which vanishes only for real q, and for real q > −1 every term of the sum is positive. The remaining integral can be taken at Re p = 1/2 and grows no faster than about E^(1/2). Therefore

ν(E) → 6 ln 2 · E/(π²E_d) = κ_s E/(2E_d),

κ_s = 12 ln 2/π² ≈ 0.843. (12)

Three numerical tests support this chain. Quadrature gave 1.64504 for λ'(1), against π²/6 = 1.64493, and 0.69315 for the source moment in units of 1/E_d, equal to ln 2 at that precision. A direct solution of the balance equation on an energy grid gave an efficiency of 0.8431 at E = 60E_d, against 0.8428 from (12), with a permitted relative difference of 0.5%.

The soft law therefore spends 2/0.843 ≈ 2.37 threshold energies per displaced atom, where hard spheres spend 2. The adopted κ = 0.8 corresponds to 2.5 and lies 5% below κ_s. This value belongs to this one soft law, and other soft laws differ widely: transfers distributed as W^(−4/3), the low-energy form of the Lindhard law used in the second half, give κ ≈ 0.70, and W^(−3/2) gives about 0.60. The closeness of 0.843 to 0.8 is therefore not a derivation. It does not derive 0.8, which the NRT standard fixes so that exposures calculated by different people can be compared.

## Second half: damage energy, thresholds and use

### Symbols and results carried over

E is the initial energy of a recoil, W the energy transferred in one collision, E_d the displacement threshold and ν(E) the mean number of displaced atoms, the recoil included. Without electronic loss, ν is 0 below E_d and 1 between E_d and 2E_d. Above 2E_d it obeys the balance

∫ dσ [ν(E) − ν(E − W) − ν(W)] = 0.

At high energy ν approaches κE/(2E_d), with κ = 1 for hard spheres and κ_s ≈ 0.843 for the soft law dσ ∝ dW/W. The NRT count N adopts κ = 0.8 and takes the damage energy T as its argument.

### Why damage energy replaces recoil energy

Fast atoms also lose energy to electrons. In a metal this energy is taken here to become heat without displacing atoms. Let n be the atom density and S_e(E) the electronic stopping cross section, so that a path dx costs the energy nS_e dx. Along this path the recoil either has no collision and arrives with slightly less energy, or has one collision:

ν(E) = (1 − n dx ∫dσ) ν(E − nS_e dx) + n dx ∫dσ [ν(E − W) + ν(W)].

Expand ν(E − nS_e dx) = ν(E) − nS_e dx dν/dE, drop terms of order dx², cancel ν(E) and divide by n dx:

S_e dν/dE + ∫ dσ [ν(E) − ν(E − W) − ν(W)] = 0, for E > 2E_d. (13)

Now let D(E) be the mean energy that remains in atomic motion after all electronic losses in the cascade, so that T = D(E). Energy in atomic motion is shared between projectile and struck atom just as the count is, and the same argument gives

S_e dD/dE + ∫ dσ [D(E) − D(E − W) − D(W)] = 0, (14)

this time at every energy, with D/E → 1 as E → 0.

Equations (13) and (14) are the same linear equation. If ν were proportional to D at low energy, it would stay proportional at all higher energies. At energies well above E_d, but low enough for electronic loss to be small, D ≈ E and ν ≈ κE/(2E_d), so the constant of proportionality is κ/(2E_d). The proportionality fails near and below threshold, where ν has steps and D has none. The mismatch set there does not fade at high energy: because both quantities obey the same linear equation, it is carried upward as a nearly constant factor. It is small when little energy is lost to electrons near and below E_d. Under that condition the result is a useful approximation:

ν(E) ≈ κD(E)/(2E_d) = κT/(2E_d). (15)

A case with strong loss tests it. Take the soft law in units where its nuclear stopping is E, and add S_e = 0.02E_d(E/E_d)^1.5. At E = 60E_d the damage energy was 0.795 of the recoil energy, and the count was 0.824 of its loss-free value. The two ratios differ by 0.029, within the allowed 0.05. Using recoil energy instead of damage energy would have overestimated the count by about 21%. Using damage energy underestimates it by 3 to 4%. The calculation does not isolate the cause of this remainder.

### Joining the threshold regimes

Equation (15) cannot be continued to E_d, where it would give κ/2 = 0.4. Three requirements fix the simplest complete rule. Below E_d nothing is displaced. From E_d upward at least the recoil itself is displaced. At high energy the count is κT/(2E_d). Taking the larger of 1 and the linear value gives

N(T) = max[1, κT/(2E_d)], for T ≥ E_d. (16)

The second entry overtakes the first where

κT/(2E_d) = 1, hence T = 2E_d/κ = 2.5E_d for κ = 0.8.

This reproduces the three lines of (1). The count is continuous at 2.5E_d and steps from 0 to 1 at E_d. If the linear law were started at 2E_d instead, the count would fall there from 1 to 0.8, and a more energetic recoil would be credited with less damage. For κ = 1 the upper edge moves to 2E_d and the Kinchin-Pease form returns.

The flat part between 2E_d and 2.5E_d is a construction, since a recoil just above 2E_d can already displace a second atom. Its cost was measured for the soft law by comparing the solved ν with (16), using κ_s in place of 0.8. Between 2E_d and 60E_d the largest difference was 0.11 displaced atoms, at 2.38E_d, which is next to the joining point 2.37E_d. The joined form is close to 1 there and ν cannot be less than 1, so the solved count is about 1.11. The rule replaces a gradual rise by a corner.

The threshold in (1) is applied to T by definition. Physically, what decides whether the first atom leaves is the energy it has at that moment. For the primary's own displacement the difference matters only close to E_d. For the secondary recoils it contributes to the mismatch described after (14), which persists at high energy.

### Calculating the damage energy

For equal atoms of atomic number Z and mass M, Lindhard theory measures energy by ε = E/E_L, with

a = (9π²/128)^(1/3) a₀/(√2 Z^(1/3)),

E_L = 2Z²e²/(4πε₀a).

Here a₀ is the Bohr radius and a the screening length. The factor 2 arises because a moving atom and an equal atom at rest have only E/2 available in their centre-of-mass frame; ε is then a divided by the closest approach that an unscreened head-on collision would reach. The model takes electronic stopping proportional to velocity:

S_e/(πa²E_L) = kε^(1/2),

k = (32/3π) 2^(3/4) Z^(2/3) (m_e/M)^(1/2),

with m_e the electron mass. The Robinson fit to the resulting energy partition is

T = E/[1 + k g(ε)],

g(ε) = 3.4008ε^(1/6) + 0.40244ε^(3/4) + ε. (17)

The stopping law and the fit are inputs to the NRT procedure and are not derived here. The fit can be compared with the equation it represents. Lindhard's scattering law is

dσ = πa² f(√t) dt/(2t^(3/2)), t = ε²W/E,

f(√t) = λ_f t^(1/6) [1 + (2λ_f t^(2/3))^(2/3)]^(−3/2), λ_f = 1.309.

Put D = E_L d(ε) in (14) and divide by πa²E_L. Since W/E_L = t/ε,

kε^(1/2) d'(ε) = ∫₀^(ε²) dt f(√t)/(2t^(3/2)) [d(ε − t/ε) + d(t/ε) − d(ε)]. (18)

At small ε the loss is a small correction, d = ε − Cε^(7/6). The power follows because f ≈ λ_f t^(1/6) makes the right side scale as ε^(−2/3) · ε^(7/6) = ε^(1/2), like the left side. With t = ε²u, equating coefficients gives C = 2k/(λ_f I), where

I = ∫₀¹ [1 − (1 − u)^(7/6) − u^(7/6)] u^(−4/3) du.

Starting from this form, (18) was solved upward in ε for copper. At 1, 10 and 30 keV the fit was required to agree with the solution within 10%, and it did. At 30 keV the fit gives T/E = 0.704 and the solution 0.697, a difference of about 1%. This tests the fit against its parent model; it does not test that model against a real solid.

### Rules for implementation

Use one energy unit throughout, and calculate T before applying any threshold. Then test T < E_d first, T < 2.5E_d second, and use the linear law otherwise. With E_d = 30 eV the edges are 30 and 75 eV. Damage energies of 20, 50, 75 and 150 eV must return 0, 1, 1 and 2.

The function returns a mean, so fractional values above the upper edge are correct and must not be rounded.

For a spectrum of primary recoils, apply N to each energy and then average. The order matters near threshold. Recoils of 20 and 50 eV damage energy average 0.5 displacements, whereas their mean energy of 35 eV would return 1.

Apply N to primary recoils alone. Their secondary recoils are already included, and a second application to a full list of cascade atoms would count them again.

### Copper self-implantation at 30 keV

The example uses rough typical values: copper ions of 30 keV, a dose of 10¹⁴ cm⁻², E_d = 30 eV and a damaged layer of 20 nm. The ion is treated as a primary recoil that stops within the layer.

For Z = 29 and M = 63.546 u, the screening length is 0.01078 nm, E_L = 224.6 keV and k = 0.1584. Then

ε = 30/224.6 = 0.1336, g(ε) = 2.654,

T = 30 keV/(1 + 0.1584 × 2.654) = 21.1 keV.

This is far above 75 eV, so the linear regime applies:

N = 0.8 × 21 123 eV/(2 × 30 eV) = 282.

Using the full 30 keV would have given 400.

With a lattice constant of 0.361 nm and four atoms per cubic cell, the atom density is 8.50 × 10²² cm⁻³. The layer of 20 × 10⁻⁷ cm holds 1.70 × 10¹⁷ atoms per cm². The exposure in displacements per atom (dpa) is

dpa = 281.6 × 10¹⁴/(1.70 × 10¹⁷) = 0.17.

The fit places the lower and upper thresholds at recoil energies of 33.7 and 85.9 eV. These figures extrapolate velocity-proportional stopping to energies of tens of eV, where it is least secure, and they should be read as consequences of the convention. They also imply that about 11% of a recoil's energy goes to electrons near E_d. Copper therefore meets the condition for (15) only roughly, and within this model the count exceeds κD/(2E_d) by about 12%, almost independently of energy between 0.3 and 30 keV. The κ in this comparison is the loss-free efficiency of the Lindhard law, about 0.70, not 0.8. The two effects together give ν ≈ 0.79D/(2E_d), or about 274 displacements at 30 keV against the NRT value of 282.

### What the number leaves out

The choice of E_d acts directly on the result. At fixed damage energy, 25 eV gives 338 displacements and 35 eV gives 241, a change of +20% or −14%. In a crystal the threshold depends on direction, so one value of E_d is itself an average. The layer thickness matters as much: with the other inputs fixed, 15 nm instead of 20 nm would raise the average to 0.22 dpa, and the local value varies with depth.

Smaller corrections come from the ion and the surface. The incoming ion is not a displaced atom of the target, so the count of 282, which includes it, is too high by one, or 0.4%. A rough sputtering yield of 10 atoms per ion removes 0.12 nm, which is small beside 20 nm. Energy carried off by reflected ions is neglected and not estimated here.

A much larger correction concerns the meaning of the count. Many displaced atoms return to vacancies while the cascade cools. The athermal recombination-corrected form, called arc-dpa, multiplies N above the upper threshold by

ξ = (1 − c)[T/(2E_d/0.8)]^b + c.

With rough parameters b = −0.7 and c = 0.2 for copper, ξ = 0.215, and about 61 of the 282 pairs survive one cascade. The result depends mainly on c: the published copper values b = −0.68 and c = 0.16 give ξ ≈ 0.18 and about 50 pairs.

Multiplying the exposure by ξ would suggest 0.036 surviving pairs per atom, but this assumes that cascades do not meet. For a rough cascade radius of 5 nm, each point of the surface is covered on average

10¹⁴ cm⁻² × π(5 × 10⁻⁷ cm)² ≈ 79

times in projection. A spherical cascade of this radius does not span the 20 nm layer, and a point inside the layer lies in about 26 cascade volumes. On either measure later cascades strike material that already contains defects, and survivors cannot simply be added.

Thermal motion can reduce the retained number further. With an attempt rate of 10¹³ s⁻¹ and rough migration barriers of 0.7 eV for a vacancy and 0.1 eV for an interstitial, the jump rates at 300 K are about 17 s⁻¹ and 2 × 10¹¹ s⁻¹. Both defects move during an ordinary implantation, and they can recombine, cluster or reach the surface. Annealing changes what remains, while the NRT exposure stays at 0.17 dpa.

For a real copper target, the energy, dose and threshold used here are ordinary values. What fails clearly is any reading of the count as a number of surviving defects: within one cascade the arc-dpa estimate lowers it by a factor of about five, before overlap and migration act. The NRT value is suited to comparing exposures calculated with the same E_d and the same partition model. A prediction of retained damage needs a separate model of recombination and defect motion. The numerical output below lists the values used.

Computed results

```
CASCADE TESTS (energies in units of Ed)
Hard-sphere simulation at E = 20: 9.979 +/- 0.016
Kinchin-Pease count there: 10.000
Eigenvalue slope at p=1: 1.64504; pi^2/6 = 1.64493
Source moment: 0.69315; ln 2 = 0.69315
Efficiency from solved cascade at E = 60: 0.8431
Efficiency 12 ln2/pi^2: 0.8428
Largest gap, solved count to joined form: 0.109 at E = 2.38
With electronic loss: damage energy / energy = 0.7952
With electronic loss: count / loss-free count = 0.8242
COPPER INPUTS
Atomic number 29, atomic mass 63.546 u
Ion energy: 30.0 keV; Ed: 30.0 eV
Dose: 1.0e+14 cm^-2; layer: 20.0 nm
Lattice constant: 0.361 nm; atom density: 8.502e+22 cm^-3
DAMAGE ENERGY
Screening length: 0.01078 nm
Energy at epsilon = 1: 224.62 keV
epsilon: 0.1336; stopping constant k: 0.1584
g(epsilon): 2.6539
Damage energy from fit: 21.123 keV
Damage fraction, fit: 0.7041
Damage fraction, direct solution: 0.6966
Fit relative to direct: +1.08 %
NRT RESULTS
Upper threshold in damage energy: 75.0 eV
Linear law at 2 Ed = 60 eV: 0.80
Recoil energy at lower threshold: 33.73 eV
Recoil energy at upper threshold: 85.90 eV
Damage energy 20 eV: N = 0.00
Damage energy 50 eV: N = 1.00
Damage energy 75 eV: N = 1.00
Damage energy 150 eV: N = 2.00
Recoil 100 eV: damage 87.0 eV, N = 1.16
Recoil 1000 eV: damage 819.5 eV, N = 10.93
Recoil 10000 eV: damage 7497.1 eV, N = 99.96
NRT count per ion: 281.6
Layer-averaged exposure: 0.1656 dpa
NEGLECTED EFFECTS (rough parameters)
Count for Ed = 25 eV: 338.0; 35 eV: 241.4
arc-dpa parameters: b = -0.7, c = 0.2
Surviving fraction: 0.215; pairs per ion: 60.7
Surviving pairs per atom without overlap: 0.0357
Cascade radius: 5.0 nm; mean overlap: 78.5
Temperature: 300 K; attempt rate: 1.0e+13 s^-1
Vacancy: barrier 0.7 eV, jump rate 1.74e+01 s^-1
Interstitial: barrier 0.1 eV, jump rate 2.09e+11 s^-1
Sputter yield: 10 atoms/ion; removed: 0.118 nm
Ion counted as a primary recoil: 0.36 % of count
```
